# Phonon Drag, Frozen Phonons and the Failure of the Kelvin Relation

The Seebeck coefficient \(S\) is an entropy per charge and the Peltier coefficient \(\Pi\) is an energy per charge, so \(\Pi/(TS)\) is a pure number. Microscopic reversibility without a magnetic field fixes that number at one: this is the Kelvin relation, \(\Pi=TS\).

Dimensions also fix the form of the phonon-drag part. Suppose that it depends on the sound speed \(s\), the time \(\tau_p\) for which phonons keep their momentum, and the electron mobility \(\mu\). The volt enters through \(\mu\) alone, and the one product of powers that is a voltage is

\[
|\Pi_{\rm drag}|\sim \frac{s^2\tau_p}{\mu},\qquad |S_{\rm drag}|\sim\frac{s^2\tau_p}{\mu T}.
\]

The two go together. A calculation that contains the second and omits the first cannot satisfy the Kelvin relation.

## The belief and its appeal

The belief is this. A temperature gradient drives phonons directly, so their drift must be included in \(S\). An electric field does not act on neutral phonons, so in an isothermal conductor they may be left in equilibrium, where they serve as scatterers. Drag is then a correction to the Seebeck coefficient alone.

The second half has a real success behind it: in a lightly doped semiconductor, equilibrium phonons can give an excellent mobility. The question is whether they also give the heat carried by the current.

## Two modes and one friction force

Take nondegenerate electrons of charge \(-e\), density \(n\) and mass \(m\), and longitudinal acoustic phonons with \(\omega=sq\). There is no magnetic field, and all responses are linear. Electrons have the distribution \(f=f_0(1+\varphi/k_BT)\), and phonons have \(N=N_0+N_0(N_0+1)\chi/k_BT\). The two-mode model sets

\[
\varphi=\hbar\mathbf k\cdot\mathbf v,\qquad \chi=\hbar\mathbf q\cdot\mathbf u ,
\]

so each gas is displaced as a whole, with drift velocities \(v\) and \(u\).

An electron in \(\mathbf k\) absorbs a phonon \(\mathbf q\) and goes to \(\mathbf k'=\mathbf k+\mathbf q\). With golden-rule factor \(w\), the net rate is \(w[f_kN-f_{k'}(N+1)]\). In equilibrium it vanishes, since \(f_{0k'}=f_{0k}N_0/(N_0+1)\). To first order, the electron terms are \(wf_{0k}N_0(\varphi_k-\varphi_{k'})/k_BT\). The phonon term is

\[
w(f_{0k}-f_{0k'})N_0(N_0+1)\frac{\chi}{k_BT}=wf_{0k}N_0\frac{\chi}{k_BT}.
\]

With \(r=wf_{0k}N_0\), the net rate is therefore

\[
\frac{r}{k_BT}(\varphi_k+\chi_q-\varphi_{k'})=\frac{r}{k_BT}\,\hbar\mathbf q\cdot(\mathbf u-\mathbf v).
\]

Each net absorption gives the electrons momentum \(\hbar\mathbf q\). Summing over events and averaging over directions, which turns \(q_x^2\) into \(q^2/3\), gives a force per volume \(G(u-v)\) on the electrons and the opposite force on the phonons:

\[
G=\sum_q\frac{\hbar^2q^2R_q}{3k_BT},\qquad R_q=\sum_k r .
\]

For deformation potential \(\Xi\) and mass density \(\rho\), the squared matrix element is \(\Xi^2\hbar q/(2\rho s)\) per unit volume. Energy conservation fixes the electron velocity along \(\mathbf q\) at \(s-\hbar q/2m\). The Maxwellian sum over \(k\) then gives

\[
R_q=\frac{\pi\Xi^2n}{\rho s\hbar}\sqrt{\frac{m}{2\pi k_BT}}\;
e^{-m(s-\hbar q/2m)^2/2k_BT}N_0(q).
\]

## Thermal forces and heat currents

Let \(\zeta\) be the chemical potential measured from the band edge, and let \(E\) include its gradient, \(E=-\nabla\phi+\nabla\zeta/e\), with \(\phi\) the electrostatic potential. Multiply the electron Boltzmann equation by \(\hbar k_x\) and sum. Because \(\hbar k_xv_x\) averages to \(2\varepsilon/3\), the thermal force is \(-ns_e\nabla T\), with

\[
ns_e=\sum_k\frac{2\varepsilon}{3}\,\frac{\varepsilon-\zeta}{k_BT^2}f_0
=nk_B\left(\frac52-\frac{\zeta}{k_BT}\right).
\]

This uses the Maxwellian averages \(\langle\varepsilon\rangle=\tfrac32k_BT\) and \(\langle\varepsilon^2\rangle=\tfrac{15}{4}(k_BT)^2\). For phonons, \(\hbar q_xs_x\) averages to \(\hbar\omega/3\), so their thermal force is \(-A\nabla T\), where

\[
A=\frac13\sum_q\hbar\omega\frac{\partial N_0}{\partial T}=\frac{C_{\rm ph}}3
\]

and \(C_{\rm ph}\) is the heat capacity per volume of the modelled phonons.

The heat currents contain the same sums. For electrons, \(\sum(\varepsilon-\zeta)v_xf_0\hbar k_xv/k_BT=Tns_ev\). For phonons, use \(\partial N_0/\partial T=\hbar\omega N_0(N_0+1)/(k_BT^2)\), which gives \(TAu\). Hence

\[
Q=T(ns_ev+Au).
\]

A displaced phonon gas has momentum density \(TAu/s^2\), because each phonon has momentum \(\hbar\omega/s\). Its heat current is thus \(s^2\) times its momentum density. If other processes remove phonon momentum in a time \(\tau_p\), and impurities remove electron momentum in a time \(\tau_i\), the friction coefficients are

\[
\Gamma_p=\frac{TA}{s^2\tau_p},\qquad \Gamma_e=\frac{nm}{\tau_i}.
\]

The steady momentum balances are

\[
-neE-ns_e\nabla T=\Gamma_ev+G(v-u),
\]
\[
-A\nabla T=\Gamma_pu+G(u-v).
\]

## Both experiments, then the frozen one

In the Seebeck experiment no current flows, so \(v=0\). The phonon balance gives \(u=-A\nabla T/(G+\Gamma_p)\). Putting this into the electron balance, \(-neE=ns_e\nabla T-Gu\), and defining \(S\) by \(E=S\nabla T\), we obtain

\[
S=-\frac1e\left[s_e+\frac{A}{n}\frac{G}{G+\Gamma_p}\right].
\]

In the Peltier experiment \(\nabla T=0\), and the phonon balance gives

\[
u=\frac{G}{G+\Gamma_p}v .
\]

The field does not act on the phonons, but the electrons do. With \(J=-nev\) and \(\Pi=Q/J\),

\[
\Pi=-\frac Te\left[s_e+\frac An\frac{G}{G+\Gamma_p}\right]=TS.
\]

Since \(TA=s^2\tau_p\Gamma_p\), the drag part is

\[
\Pi_{\rm drag}=-\frac{s^2\tau_p}{\mu_{\rm ac}}\frac1{1+G/\Gamma_p},\qquad \mu_{\rm ac}=\frac{ne}{G},
\]

which is the voltage found from dimensions, with its sign and a saturation factor. For \(G\ll\Gamma_p\) the factor is one. For \(G\gg\Gamma_p\) the phonons move with the electrons, and \(\Pi_{\rm drag}\to-TA/(ne)\).

Now hold the phonons in equilibrium under the field, \(u=0\). Then

\[
\Pi_{\rm frozen}=-\frac{Ts_e}{e},\qquad
\Pi_{\rm frozen}-TS=-TS_{\rm drag}.
\]

The Kelvin relation fails by the whole drag term. Electrons still lose momentum to phonons at the rate \(Gv\), but the phonons never carry it. This is the limit \(\Gamma_p\to\infty\) at fixed \(A\) and \(G\). Taken in both experiments, that limit is consistent, because drag then disappears from \(S\) as well. The mixed calculation uses a finite \(\Gamma_p\) in one experiment and an infinite one in the other, so it describes two different materials.

The Seebeck half is not at fault. Suppose the phonons are first solved with electrons at rest, and the electrons are then solved with that phonon drift. Since open circuit means \(v=0\), this gives the full two-mode \(S\). The missing quantity is the phonon heat in the isothermal current.

## A numerical case

Consider rough parameters in the regime of lightly doped n-type silicon: \(T=100\) K, \(n=10^{15}\) cm\(^{-3}\), \(s=9000\) m/s, \(\rho=2330\) kg/m\(^3\), \(\Xi=9\) eV, \(\tau_i=10\) ps and \(\tau_p=2\) ns. Six equal spherical valleys have \(m=0.321\,m_e\). They enter \(\zeta\) through \(n=12(mk_BT/2\pi\hbar^2)^{3/2}e^{\zeta/k_BT}\), which gives \(\zeta/k_BT=-8.57\).

The phonon sums run up to \(8k_{\rm th}\), where \(k_{\rm th}=\sqrt{2mk_BT}/\hbar=0.270\) nm\(^{-1}\). This range includes practically all phonons that couple to the electrons. A higher cutoff would add uncoupled phonons: \(A\) and \(\Gamma_p\) would grow in proportion and \(u/v\approx G/\Gamma_p\) would fall, but the product \(Au\), and with it the drag, would stay the same as long as \(G\ll\Gamma_p\). The values of \(A\), \(\Gamma_p\) and \(u\) below therefore belong to this cutoff. Numerical quadrature gives \(G=140.7\) and \(\Gamma_p=4.32\times10^5\) kg m\(^{-3}\)s\(^{-1}\), and hence \(\mu_{\rm ac}=1.138\) m\(^2\)/(V s), or 11 380 cm\(^2\)/(V s). Then

\[
S_{\rm diff}=-\frac{k_B}{e}(2.5+8.57)=-0.954\ {\rm mV/K},
\]
\[
\Pi_{\rm drag}=-\frac{(9000)^2(2\times10^{-9})}{1.138}\ {\rm V}=-142\ {\rm mV},
\]

so \(S_{\rm drag}=-1.42\) mV/K and \(S=-2.38\) mV/K. The full Peltier coefficient is \(-238\) mV; with frozen phonons it is \(-95\) mV. Freezing the phonons loses 60% of the full value.

The mobility gives no warning. Eliminating \(u\) at uniform temperature gives

\[
\mu=\frac{ne}{\Gamma_e+G\Gamma_p/(G+\Gamma_p)},\qquad
\mu_{\rm frozen}=\frac{ne}{\Gamma_e+G}.
\]

These are 9426 and 9423 cm\(^2\)/(V s), a difference of 0.03%. The reason is that \(u/v=3.25\times10^{-4}\). In the heat current, however, this small ratio multiplies \(A=701\) J m\(^{-3}\)K\(^{-1}\), while \(v\) multiplies only \(ns_e=0.153\) in the same unit. The ratio of phonon to electron heat is

\[
\frac{Au}{ns_ev}=\frac{701}{0.153}\times3.25\times10^{-4}\approx1.49 .
\]

At 1 A/cm\(^2\) the electrons drift at 62 m/s and the phonons at 0.02 m/s, yet the phonons carry 0.142 W/cm\(^2\) and the electrons 0.095 W/cm\(^2\). A slow drift of a large heat reservoir is not a small heat current.

## Beyond two modes

The Kelvin relation does not depend on the rigid displacements. Expand \(\varphi\) and \(\chi\) in any set of modes with amplitudes \(a_j\), and let \(D_j\) be the contribution of mode \(j\) to \(\varphi_k+\chi_q-\varphi_{k'}\) per unit amplitude. The net rate found above gives the collision matrix

\[
C_{ij}=\sum\frac{r}{k_BT}D_iD_j=C_{ji}.
\]

Relaxation with times \(\tau_i\) and \(\tau_p\) adds symmetric terms. If \(X_E\) and \(X_T\) collect the force coefficients, then

\[
Ca=X_EE-X_T\nabla T,\quad J=X_E^{\mathsf T}a,\quad Q=TX_T^{\mathsf T}a.
\]

The fluxes contain the force coefficients for the same reason as before: both are the same sums over equilibrium distributions. Therefore

\[
S=\frac{X_E^{\mathsf T}C^{-1}X_T}{X_E^{\mathsf T}C^{-1}X_E},\qquad
\Pi=T\frac{X_T^{\mathsf T}C^{-1}X_E}{X_E^{\mathsf T}C^{-1}X_E}=TS,
\]

the last step by symmetry of \(C\).

This also shows how to repair a calculation that solves electrons with phonons at rest. Let subscripts \(e\) and \(p\) denote the electron and phonon blocks. After finding \(a_e=C_{ee}^{-1}X_{E,e}E\), let the phonons respond, \(a_p=-C_{pp}^{-1}C_{pe}a_e\), and add their heat. The added heat divided by \(T\) is

\[
-X_{T,p}^{\mathsf T}C_{pp}^{-1}C_{pe}C_{ee}^{-1}X_{E,e}E .
\]

Its coefficient is the transpose of the drag term in the one-way Seebeck calculation, so the two one-way results obey the Kelvin relation for any number of modes.

I resolved the example with 80 phonon wavenumbers and four electron functions, \(\hbar k_x(\varepsilon/k_BT)^p\) with \(p=-\tfrac12,0,\tfrac12,1\), and solved the linear equations numerically. The mobility becomes 10 230 cm\(^2\)/(V s), \(S=-2.21\) mV/K and \(\Pi=-221\) mV, while \(\Pi_{\rm frozen}=-92\) mV. The drag part follows from momentum conservation. What the field supplies and impurities do not take goes to the phonons, and their heat current is \(s^2\tau_p\) times that rate:

\[
|\Pi_{\rm drag}|=s^2\tau_p\left(\frac1\mu-\frac{m}{e\tau_i}\right)
=0.162\,(0.978-0.183)\ {\rm V}=129\ {\rm mV}.
\]

Freeing the phonons now raises the mobility by 0.28%, ten times the two-mode figure, which itself depends on the cutoff through \(\Gamma_p\). To leading order, with rigidly displaced electrons, the relative reduction of friction is \(\sum_q(G_q^2/\Gamma_q)/G\), where \(G_q\) and \(\Gamma_q\) are the contributions of wavenumber \(q\). By the Cauchy inequality this is at least the two-mode value \(G/\Gamma_p\), which spreads the drift over phonons that hardly couple.

At \(10^{17}\) cm\(^{-3}\), with temperature and both relaxation times held fixed, the mobility gain is 25% and the lost share of \(\Pi\) is 65%. With these inputs the frozen approximation fails for the mobility too. In real silicon that many dopants would shorten \(\tau_i\), which reduces the gain: with \(\tau_i=1\) ps it is only 8%, while the lost share of \(\Pi\) is still 66%. These figures leave out screening by the carriers. Static Debye screening would lower the two gains to about 20% and 6%, and the lost shares by about two percentage points. Even 1 ps is generous. A Brooks–Herring estimate for \(10^{17}\) cm\(^{-3}\) ionized donors gives about 0.5 ps, a gain near 4% and a lost share near 68%. At 100 K this carrier density also needs about \(8\times10^{17}\) cm\(^{-3}\) donors with a 45 meV level, and the neutral ones scatter as well.

## How far the numbers reach

In lightly doped silicon near 100 K drag is known to be a large part of the thermopower, and the model is in that regime. Its size is not a prediction, because \(S_{\rm drag}\) is nearly proportional to the rough input \(\tau_p\). A single \(\tau_p\) is also an idealization. If it is kept at 2 ns at \(q=2k_{\rm th}\) but varies as \(1/q\) or \(1/q^2\), the resolved drag changes from \(-1.29\) to \(-1.25\) or \(-1.57\) mV/K. The phonon mean free path is 18 µm, so in thinner samples surfaces that scatter phonons diffusely would reduce the drag.

Real valleys are anisotropic. With rough masses of 0.19 and 0.92 \(m_e\), the mass used here is 1.24 times the conductivity mass; at fixed scattering time this would lower the drag by about 20%. The carrier density is an input, so incomplete donor ionization is not treated. Transverse phonons, intervalley scattering and the energy dependence of impurity scattering are also left out; impurities supply 17% of the two-mode friction. Linear response requires a drift well below the sound speed, which the two-mode mobility would reach at about 95 V/cm.

These omissions change the value of the drag term. They do not permit it to appear in \(S\) and be absent from \(\Pi\).
